# Voltage-probe delay and the measured turn-on energy of a power switch: a numerical check

```python
"""
Result under test: in an idealized clamped-inductive turn-on (current rises
to I at full voltage V, then voltage falls to zero at full current), a voltage
trace late by tau overstates the switching energy by exactly V*I*tau.
Symbols: V bus voltage, I load current, tau delay of the voltage trace,
t_r current rise time, t_f voltage fall time.
Internal units: V, A, ns; hence V*A*ns = nJ, and 1000 nJ = 1 microjoule.
Energies come from quadrature of waveforms; formulas are compared with them.
"""
import math
import numpy as np
from scipy.constants import c as light_speed

V, I, tau = 800.0, 20.0, 2.0
t_r, t_f = 10.0, 16.0
nodes, weights = np.polynomial.legendre.leggauss(10)


def energy(voltage, current, delay, v_kinks, i_kinks, start=-20.0, end=100.0):
    """Integral of voltage(t-delay)*current(t), in microjoules."""
    cuts = {start, end}
    cuts.update(k + delay for k in v_kinks)
    cuts.update(i_kinks)
    cuts = sorted(k for k in cuts if start <= k <= end)
    total = 0.0
    for a, b in zip(cuts[:-1], cuts[1:]):
        panels = max(1, math.ceil(b - a))
        edges = np.linspace(a, b, panels + 1)
        for left, right in zip(edges[:-1], edges[1:]):
            half = (right - left) / 2
            t = (left + right) / 2 + half * nodes
            total += half * np.sum(weights * voltage(t - delay) * current(t))
    return total / 1000.0


def ramp(t, begin, length):
    """Linear step from 0 to 1."""
    return np.clip((t - begin) / length, 0.0, 1.0)


def close(a, b, tol=1e-8):
    return abs(a - b) < tol


def v_on_edge(t):
    return V * (1 - ramp(t, t_r, t_f))


def i_on_edge(t):
    return I * ramp(t, 0.0, t_r)


vk, ik = [t_r, t_r + t_f], [0.0, t_r]
E_true = energy(v_on_edge, i_on_edge, 0.0, vk, ik)
E_meas = energy(v_on_edge, i_on_edge, tau, vk, ik)
error = E_meas - E_true
assert close(E_true, V * I * (t_r + t_f) / 2 / 1000)
assert close(error, V * I * tau / 1000)
assert close(error, 32.0)

# Independence of edge durations, including a delay longer than the fall
for rise, fall, d in [(5, 30, 2), (25, 7, 2), (12, 3, 9)]:
    def v_test(t):
        return V * (1 - ramp(t, rise, fall))

    def i_test(t):
        return I * ramp(t, 0, rise)
    kinks = ([rise, rise + fall], [0, rise])
    diff = energy(v_test, i_test, d, *kinks) - energy(v_test, i_test, 0, *kinks)
    assert close(diff, V * I * d / 1000)


# Independence of edge shape: cosine voltage fall, quadratic current rise
def v_curved(t):
    return V * (1 + np.cos(np.pi * ramp(t, t_r, t_f))) / 2


def i_curved(t):
    return I * ramp(t, 0, t_r) ** 2


error_curved = (energy(v_curved, i_curved, tau, vk, ik)
                - energy(v_curved, i_curved, 0, vk, ik))
assert close(error_curved, V * I * tau / 1000)

# Measured power stays at its peak for the additional time tau
t_plateau = np.linspace(t_r, t_r + tau, 9)
assert np.allclose(v_on_edge(t_plateau - tau) * i_on_edge(t_plateau), V * I)
assert v_on_edge(t_r + 0.1) * i_on_edge(t_r + tau + 0.1) < V * I

# Voltage trace early instead of late
error_early = energy(v_on_edge, i_on_edge, -tau, vk, ik) - E_true
assert close(error_early,
             V * I * (-tau + tau**3 / (6 * t_r * t_f)) / 1000)

# Turn-off: voltage rises at full current, then current falls
t_rv, t_fi = 12.0, 10.0


def v_off_edge(t):
    return V * ramp(t, 0, t_rv)


def i_off_edge(t):
    return I * (1 - ramp(t, t_rv, t_fi))


off_kinks = ([0, t_rv], [t_rv, t_rv + t_fi])
E_off = energy(v_off_edge, i_off_edge, 0, *off_kinks)
error_off = energy(v_off_edge, i_off_edge, tau, *off_kinks) - E_off
assert close(error_off, V * I * (-tau + tau**3 / (6 * t_rv * t_fi)) / 1000)

# Resistive load: both edges run together, so the ideal result must fail
T = 20.0


def v_res(t):
    return V * (1 - ramp(t, 0, T))


def i_res(t):
    return I * ramp(t, 0, T)


E_res = energy(v_res, i_res, 0, [0, T], [0, T])
error_res = energy(v_res, i_res, tau, [0, T], [0, T]) - E_res
assert close(E_res, V * I * T / 6 / 1000)
assert close(error_res, V * I * (tau / 2 + tau**2 / (2 * T)
                                 - tau**3 / (6 * T**2)) / 1000)
assert abs(error_res - error) > 10

# Integration stopped at the end of the true voltage fall
E_cut = energy(v_on_edge, i_on_edge, tau, vk, ik, end=t_r + t_f)
lost = E_meas - E_cut
assert close(lost, V * I * tau**2 / (2 * t_f) / 1000)

# Skew that gives a five percent error, and cable length for the delay
skew_5 = 0.05 * E_true * 1000 / (V * I)
assert close(energy(v_on_edge, i_on_edge, skew_5, vk, ik), 1.05 * E_true)
velocity_factor = 0.66
cable = velocity_factor * light_speed * tau * 1e-9

# Neglected effect: diode capacitance charged during the voltage fall
C_diode = 120.0  # pF
I_c = C_diode * V / t_f / 1000  # pF*V/ns = mA


def in_fall(t):
    return (t > t_r) & (t < t_r + t_f)


def i_cap(t):
    return i_on_edge(t) + I_c * in_fall(t)


cap_k = [0, t_r, t_r + t_f]
E_cap = energy(v_on_edge, i_cap, 0, vk, cap_k)
d_cap = energy(v_on_edge, i_cap, tau, vk, cap_k) - E_cap - error
assert close(d_cap, I_c * V * tau * (1 - tau / (2 * t_f)) / 1000)

# Neglected effect: single-pole voltage probe
bandwidth = 0.5  # GHz
theta = 1 / (2 * math.pi * bandwidth)


def filtered_ramp(t):
    s = np.maximum(t, 0.0)
    return s - theta * (1 - np.exp(-s / theta))


def v_probe(t):
    return V - V / t_f * (filtered_ramp(t - t_r)
                          - filtered_ramp(t - t_r - t_f))


d_probe = energy(v_probe, i_on_edge, tau, vk, ik) - E_true - error
assert close(d_probe, V * I * theta / 1000, 1e-6)

# Neglected effect: stray inductance lowers the voltage while current rises
L_stray = 20.0  # nH; nH*A/ns = V
V_drop = L_stray * I / t_r


def v_ind(t):
    return v_on_edge(t) - V_drop * ((t > 0) & (t < t_r))


ind_k = [0, t_r, t_r + t_f]
d_ind = (energy(v_ind, i_on_edge, tau, ind_k, ik)
         - energy(v_ind, i_on_edge, 0, ind_k, ik) - error)
assert close(d_ind, -L_stray * I**2
             * (tau / t_r - tau**2 / (2 * t_r**2)) / 1000)

# Neglected effect: on-state voltage of the hot device
R_hot = 0.13  # ohm
V_on = R_hot * I


def v_hot(t):
    return V - (V - V_on) * ramp(t, t_r, t_f)


d_hot = (energy(v_hot, i_on_edge, tau, vk, ik)
         - energy(v_hot, i_on_edge, 0, vk, ik) - error)
assert close(d_hot, -I * V_on * tau / 1000)

# Neglected effect: load current grows as voltage appears across the load
L_load = 200.0  # microhenry
slope = V / L_load / 1000  # A/ns


def i_growth(t):
    s = np.clip(t - t_r, 0, t_f)
    after = np.maximum(t - t_r - t_f, 0)
    return i_on_edge(t) + slope * (s**2 / (2 * t_f) + after)


d_growth = (energy(v_on_edge, i_growth, tau, vk, cap_k)
            - energy(v_on_edge, i_growth, 0, vk, cap_k) - error)
assert 0 < d_growth < 0.01 * error
correction_sum = d_cap + d_probe + d_ind + d_hot + d_growth

# Output-capacitance energy released inside the switch, unseen at terminals
C_out = 80.0  # pF


def i_internal(t):
    return C_out * V / t_f / 1000 * in_fall(t)


E_internal = energy(v_on_edge, i_internal, 0, vk, vk)
assert close(E_internal, 0.5 * C_out * V**2 * 1e-6)

print(f"Bus voltage: {V:.0f} V")
print(f"Load current: {I:.0f} A")
print(f"Voltage delay: {tau:.1f} ns")
print(f"Current rise time: {t_r:.0f} ns")
print(f"Voltage fall time: {t_f:.0f} ns")
print(f"Peak power: {V * I / 1000:.1f} kW")
print(f"Error per ns of delay: {error / tau:.1f} uJ/ns")
print(f"True turn-on energy: {E_true:.1f} uJ")
print(f"Measured turn-on energy: {E_meas:.1f} uJ")
print(f"Overstatement: {error:.3f} uJ")
print(f"Overstatement, curved edges: {error_curved:.3f} uJ")
print(f"Relative overstatement: {100 * error / E_true:.1f} %")
print(f"Skew for 5 % error: {skew_5:.2f} ns")
print(f"Cable velocity factor (rough): {velocity_factor:.2f}")
print(f"Cable length for the delay: {cable:.2f} m")
print(f"Error, voltage early by same time: {error_early:.3f} uJ")
print(f"Turn-off voltage rise time: {t_rv:.0f} ns")
print(f"Turn-off current fall time: {t_fi:.0f} ns")
print(f"True turn-off energy: {E_off:.1f} uJ")
print(f"Turn-off error, voltage late: {error_off:.3f} uJ")
print(f"Sum of turn-on and turn-off errors: {error + error_off:.3f} uJ")
print(f"Resistive edge duration: {T:.0f} ns")
print(f"Resistive true energy: {E_res:.2f} uJ")
print(f"Resistive error: {error_res:.2f} uJ")
print(f"Excess lost by early window end: {lost:.2f} uJ")
print(f"Diode capacitance (rough): {C_diode:.0f} pF")
print(f"Capacitive charging current: {I_c:.1f} A")
print(f"True energy with charging current: {E_cap:.1f} uJ")
print(f"Error change, diode capacitance: {d_cap:+.2f} uJ")
print(f"Voltage probe bandwidth: {1000 * bandwidth:.0f} MHz")
print(f"Probe time constant: {theta:.3f} ns")
print(f"Error change, probe bandwidth: {d_probe:+.2f} uJ")
print(f"Stray inductance (rough): {L_stray:.0f} nH")
print(f"Inductive voltage drop: {V_drop:.0f} V")
print(f"Error change, stray inductance: {d_ind:+.2f} uJ")
print(f"Hot on-resistance (rough): {R_hot:.2f} ohm")
print(f"Hot on-state voltage: {V_on:.1f} V")
print(f"Error change, on-state voltage: {d_hot:+.3f} uJ")
print(f"Load inductance: {L_load:.0f} uH")
print(f"Error change, load-current growth: {d_growth:+.3f} uJ")
print(f"Sum of separate error changes: {correction_sum:+.1f} uJ")
print(f"Error with separate changes added: {error + correction_sum:.1f} uJ")
print(f"Switch output capacitance (rough): {C_out:.0f} pF")
print(f"Internal capacitive energy: {E_internal:.1f} uJ")
print("verified")
```

Printed output:

```
Bus voltage: 800 V
Load current: 20 A
Voltage delay: 2.0 ns
Current rise time: 10 ns
Voltage fall time: 16 ns
Peak power: 16.0 kW
Error per ns of delay: 16.0 uJ/ns
True turn-on energy: 208.0 uJ
Measured turn-on energy: 240.0 uJ
Overstatement: 32.000 uJ
Overstatement, curved edges: 32.000 uJ
Relative overstatement: 15.4 %
Skew for 5 % error: 0.65 ns
Cable velocity factor (rough): 0.66
Cable length for the delay: 0.40 m
Error, voltage early by same time: -31.867 uJ
Turn-off voltage rise time: 12 ns
Turn-off current fall time: 10 ns
True turn-off energy: 176.0 uJ
Turn-off error, voltage late: -31.822 uJ
Sum of turn-on and turn-off errors: 0.178 uJ
Resistive edge duration: 20 ns
Resistive true energy: 53.33 uJ
Resistive error: 17.55 uJ
Excess lost by early window end: 2.00 uJ
Diode capacitance (rough): 120 pF
Capacitive charging current: 6.0 A
True energy with charging current: 246.4 uJ
Error change, diode capacitance: +9.00 uJ
Voltage probe bandwidth: 500 MHz
Probe time constant: 0.318 ns
Error change, probe bandwidth: +5.09 uJ
Stray inductance (rough): 20 nH
Inductive voltage drop: 40 V
Error change, stray inductance: -1.44 uJ
Hot on-resistance (rough): 0.13 ohm
Hot on-state voltage: 2.6 V
Error change, on-state voltage: -0.104 uJ
Load inductance: 200 uH
Error change, load-current growth: +0.021 uJ
Sum of separate error changes: +12.6 uJ
Error with separate changes added: 44.6 uJ
Switch output capacitance (rough): 80 pF
Internal capacitive energy: 25.6 uJ
verified
```
